\section*{Choosing the amplitude scan and sideband cutoff for optomechanical limit cycles}

\section{A case that can be seen through}

A laser of frequency $\omega_L$ drives an optical cavity whose end mirror can vibrate. Moving the mirror by $x$ changes the cavity frequency to $\omega_c-Gx$. Let the laser lie one mechanical frequency $\Omega$ above $\omega_c$, and let the optical energy decay rate $\kappa$ be much smaller than $\Omega$. A laser photon can then enter the cavity resonantly if it gives one quantum $\hbar\Omega$ to the mirror.

When the mirror moves as $A\cos\Omega t$, the cavity frequency is modulated with index $\beta=GA/\Omega$. Seen from the modulated cavity, the laser has sidebands with amplitudes $J_n(\beta)$, up to sign, and only the first is resonant. If $n_{\max}$ is the photon number at exact resonance with a still mirror, the cavity holds $n_{\max}J_1^2(\beta)$ photons. They leave at the rate $\kappa$, having paid $\hbar\Omega$ each on average, so the mirror receives the power
\begin{equation}
W=\hbar\Omega\kappa\, n_{\max}J_1^2(\beta).
\label{simple}
\end{equation}
A mirror of mass $m$ and energy damping rate $\Gamma$ loses $m\Gamma\langle\dot x^2\rangle=m\Gamma\Omega^2A^2/2=m\Gamma\Omega^4\beta^2/(2G^2)$. Hence
\begin{equation}
\frac{W}{\text{loss}}=R\left[\frac{2J_1(\beta)}{\beta}\right]^2,\qquad
R=\frac{\hbar G^2\kappa\,n_{\max}}{2m\Gamma\Omega^3}.
\label{ratio}
\end{equation}
Since $2J_1/\beta\to1$ at small $\beta$, oscillation starts at $R=1$, and $R$ is the input power in units of its threshold. The bracket falls to zero, rises to a lower maximum, and falls again. If $R$ is large enough, the ratio crosses one several times. A downward crossing is stable: a larger oscillation loses more than it gains, and a smaller one gains more than it loses.

A numerical search for these cycles has three settings that matter: the range and spacing of the amplitude scan, the sideband cutoff, and the treatment of the mean mirror displacement. The general theory says how to choose them.

\section{The field of a moving cavity}

The classical equations, in the frame rotating at $\omega_L$, are
\begin{align}
\dot a&=\left[i(\Delta+Gx)-\kappa/2\right]a+E,\label{field}\\
m(\ddot x+\Gamma\dot x+\Omega^2x)&=\hbar G|a|^2.\label{mirror}
\end{align}
Here $\Delta=\omega_L-\omega_c$, $|a|^2$ is the photon number, and $E^2=\kappa_{\rm in}P_{\rm in}/(\hbar\omega_L)$ for input power $P_{\rm in}$ and input coupling rate $\kappa_{\rm in}$. At resonance $a=2E/\kappa$, so $n_{\max}=4E^2/\kappa^2$. In this convention a term $e^{+in\Omega t}$ in $a$ is light at the lower frequency $\omega_L-n\Omega$.

Assume $x=\bar x+A\cos\Omega t$, with $A$ and $\bar x$ constant over many periods and over the time $1/\kappa$. Put $\bar\Delta=\Delta+G\bar x$ and $a=e^{i\beta\sin\Omega t}b$. Differentiating the phase factor gives $iGA\cos\Omega t$, which cancels the modulation in (\ref{field}) and leaves
\begin{equation}
\dot b=(i\bar\Delta-\kappa/2)b+E e^{-i\beta\sin\Omega t}.
\end{equation}
The drive is $E\sum_nJ_n(-\beta)e^{in\Omega t}$. Matching each exponential in $b=\sum_n\alpha_ne^{in\Omega t}$ gives
\begin{equation}
\alpha_n=\frac{E J_n(-\beta)}{D_n},\qquad D_n=\frac{\kappa}{2}+i(n\Omega-\bar\Delta).
\label{alpha}
\end{equation}

\section{Work, loss and stability}

The phase factor drops out of $|a|^2=|b|^2$. Its coefficient of $e^{i\Omega t}$ is $N_1=\sum_n\alpha_{n+1}\alpha_n^*$, and that of $e^{-i\Omega t}$ is $N_1^*$. Therefore
\begin{equation}
\langle|a|^2\sin\Omega t\rangle=\frac{N_1^*-N_1}{2i}=-\operatorname{Im}N_1 .
\end{equation}
With $\dot x=-A\Omega\sin\Omega t$, the cycle-averaged optical work rate is
\begin{equation}
W=\hbar G\langle|a|^2\dot x\rangle=\hbar GA\Omega\operatorname{Im}N_1.
\label{work}
\end{equation}
Two signs make this explicit. First, $J_{n+1}(-\beta)J_n(-\beta)=-J_{n+1}(\beta)J_n(\beta)$. Second, $1/(D_{n+1}D_n^*)=D_{n+1}^*D_n/(|D_{n+1}|^2|D_n|^2)$, and
\begin{equation}
\operatorname{Im}(D_{n+1}^*D_n)=\frac{\kappa}{2}\left[(n\Omega-\bar\Delta)-((n+1)\Omega-\bar\Delta)\right]=-\frac{\kappa\Omega}{2}.
\end{equation}
The minus signs cancel:
\begin{equation}
\operatorname{Im}N_1=\frac{E^2\kappa\Omega}{2}\sum_n\frac{J_n(\beta)J_{n+1}(\beta)}{|D_n|^2|D_{n+1}|^2}.
\label{sum}
\end{equation}

The photon argument of the opening can now be proved. Let $c_k$ be the Fourier coefficients of $a$ itself. Equation (\ref{field}) gives
\begin{equation}
ik\Omega c_k=\left(i\bar\Delta-\frac{\kappa}{2}\right)c_k+\frac{iGA}{2}(c_{k-1}+c_{k+1})+E\delta_{k0}.
\end{equation}
Multiply by $kc_k^*$, sum over $k$, and take the real part. The drive term vanishes because $k=0$ there. With $S=\sum_kkc_k^*c_{k+1}$, relabelling gives $\sum_kkc_k^*c_{k-1}=\sum_k(k+1)c_{k+1}^*c_k=S^*+N_1^*$. Since $S+S^*$ is real, only $\operatorname{Re}(iN_1^*)=\operatorname{Im}N_1$ survives:
\begin{equation}
\kappa\sum_kk|c_k|^2=GA\operatorname{Im}N_1,\qquad W=\hbar\Omega\kappa\sum_kk|c_k|^2.
\end{equation}
Each photon leaving at $\omega_L-k\Omega$ has paid $k\hbar\Omega$. In the opening case only $\alpha_1$ matters, so $c_k=\alpha_1J_{k-1}(\beta)$. Since $\sum_kkJ_{k-1}^2=\sum_n(n+1)J_n^2=1$, the average payment is $\hbar\Omega$, although individual photons leave at different frequencies.

The vibrational energy about $\bar x$ is $m\Omega^2A^2/2$. Its rate of change is $W-m\Gamma\Omega^2A^2/2$. Dividing by $m\Omega^2A$ gives
\begin{equation}
\dot A=-\frac{\Gamma+\Gamma_{\rm opt}(A)}{2}A,\qquad
\Gamma_{\rm opt}=-\frac{2\hbar G\operatorname{Im}N_1}{m\Omega A}.
\label{slow}
\end{equation}
Limit cycles $A_*$ are the nonzero roots of $\Gamma+\Gamma_{\rm opt}$. A small departure from $A_*$ decays at the rate $(A_*/2)\,d\Gamma_{\rm opt}/dA$, so a root is stable when the total damping rises through zero.

\section{Lobes, and where they mislead}

Let $\bar\Delta=s\Omega$ with $s=1,2,\dots$ and $\kappa\ll\Omega$. Only $D_s$ is small, $|D_s|^2=\kappa^2/4$, and it occurs in the terms $n=s-1$ and $n=s$. Their other denominators are close to $\Omega^2$. Using $J_{s-1}+J_{s+1}=2sJ_s/\beta$,
\begin{equation}
\operatorname{Im}N_1\simeq\frac{2E^2}{\kappa\Omega}J_s(J_{s-1}+J_{s+1})
=n_{\max}\frac{s\kappa}{\Omega}\frac{J_s^2(\beta)}{\beta}.
\label{lobes}
\end{equation}
Inserted in (\ref{work}), this is $W=\hbar s\Omega\,\kappa n_{\max}J_s^2$, which for $s=1$ is (\ref{simple}). For $s=2$ the work grows as $\beta^4$ at small $\beta$ while the loss grows as $\beta^2$. In this strict limit the mirror at rest is stable, and an oscillation needs a finite initial push. At a finite linewidth the off-resonant terms add work proportional to $\beta^2$, and enough power then makes the mirror at rest unstable too.

For $s=1$ the maxima of the gain follow from $d(J_1/\beta)/d\beta=-J_2/\beta$. A further stable cycle, with its unstable partner, therefore appears near a zero of $J_2$ when
\begin{equation}
R=\left[\frac{\beta}{2J_1(\beta)}\right]^2,\qquad J_2(\beta)=0 .
\label{onset}
\end{equation}
The first two values are $57.1$ at $\beta=5.136$ and $240.5$ at $\beta=8.417$.

Near a zero of $J_1$ the approximation (\ref{lobes}) fails, because the terms it keeps vanish there and the discarded ones do not. The roots must be computed from the full sum (\ref{sum}).

\section{Choosing the settings}

\subsection{Mean displacement}

The time average of (\ref{mirror}) is $m\Omega^2\bar x=\hbar G\sum_n|\alpha_n|^2$. Define $\delta=\bar\Delta/\Omega$, $k=\kappa/\Omega$ and $f=\hbar G^2n_{\max}/(m\Omega^3)$. Then
\begin{equation}
\delta=\frac{\Delta}{\Omega}+f\sum_nJ_n^2(\beta)\,L(\delta-n),\qquad L(y)=\frac{1}{1+(2y/k)^2}.
\label{mean}
\end{equation}
With $z=2y/k$, $|dL/dy|=(2/k)\,2|z|/(1+z^2)^2$, which is largest at $z^2=1/3$, with value $(2/k)(3\sqrt3/8)$. Since $\sum_nJ_n^2=1$, the slope of the right side of (\ref{mean}) is at most
\begin{equation}
q=\frac{3\sqrt3}{8}\,\frac{2f}{k}.
\end{equation}
If $q<1$, the solution is unique and plain iteration converges. Starting from $\Delta/\Omega$, the first step is at most $f$, so the error after $j$ steps is at most $fq^j/(1-q)$. If $q\ge1$, this guarantee is lost: look for several solutions at each amplitude.

\subsection{Sideband cutoff}

Keep $|n|\le M$. The bound $|J_n(\beta)|\le(\beta/2)^n/n!$ for $n\ge0$ and a geometric series give the omitted weight
\begin{equation}
T=\sum_{|n|>M}J_n^2\le\frac{2t^2}{1-r^2},\quad t=\frac{(\beta/2)^{M+1}}{(M+1)!},\quad r=\frac{\beta}{2(M+2)}<1 .
\end{equation}
Every omitted product in $N_1$ has at least one index beyond $M$. Since $|\alpha_n|^2\le n_{\max}J_n^2$, the Cauchy--Schwarz inequality bounds the error of $N_1$ by $2n_{\max}\sqrt T$. Compare this with the value that balance requires. Setting $\Gamma_{\rm opt}=-\Gamma$ in (\ref{slow}) gives
\begin{equation}
\frac{\operatorname{Im}N_1}{n_{\max}}=\frac{\Gamma}{\Omega}\frac{\beta}{2f}.
\label{need}
\end{equation}
The cutoff $M$ must grow with the largest amplitude scanned, and at fixed $f$ the allowed truncation error shrinks in proportion to the mechanical damping.

\subsection{Scan range and spacing}

For $s=1$ and large $\beta$, the peaks of $J_1^2$ approach $2/(\pi\beta)$. In (\ref{ratio}) the gain can then reach the loss up to about
\begin{equation}
\beta_{\rm end}\simeq(8R/\pi)^{1/3}.
\label{end}
\end{equation}
This is an estimate for resolved sidebands, not a bound, so scan well beyond it and check that a longer scan adds no root.

For the spacing, consider the interval around a zero $j$ of $J_1$ where loss wins. There $J_1\simeq J_0(j)(\beta-j)$, and (\ref{ratio}) equals one at $|\beta-j|=j/(2\sqrt R|J_0(j)|)$. In this resonant estimate the interval shrinks as $R^{-1/2}$. Off-resonant terms can narrow it further and even close it, so take a step many times smaller than the estimate. Close to an onset two roots merge, and a sign search can miss both. Inspect the local extrema of $\Gamma+\Gamma_{\rm opt}$ as well.

\section{Worked example}

Take a cavity of length $10$~mm in vacuum, $\lambda=1064$~nm, with a mirror of $m=100$~ng, $\Omega/2\pi=1$~MHz and $\Omega/\Gamma=20000$. Let $\kappa/2\pi=0.5$~MHz, $\kappa_{\rm in}=\kappa/2$, $P_{\rm in}=200$~$\mu$W and $\Delta=\Omega$. Then $G=\omega_L/(10\ \text{mm})$, or $G/2\pi=28.18$~MHz/nm, and $\beta=1$ means $A=\Omega/G=35.49$~pm. The resonant photon number is $6.82\times10^8$ and $f=0.0909$.

Equation (\ref{ratio}) gives $R=fk\Omega/(2\Gamma)=0.09087\times0.5/10^{-4}=454$. The finite linewidth lowers this. At small $\beta$ the terms $n=0$ and $n=-1$ of (\ref{sum}) multiply it by
\begin{equation}
\frac{1}{1+k^2/4}\left(1-\frac{k^2/4}{4+k^2/4}\right)=0.927,
\end{equation}
which gives $421$. The threshold computed from the full balance is $0.475$~$\mu$W, and $200/0.475=421$.

The settings follow. The slope bound is $q=0.236$, so the mean displacement is unique and ten iterations leave an error in $\delta$ below $10^{-7}$. With $R=421$, equation (\ref{end}) gives $\beta_{\rm end}\simeq10.2$; the scan ran to $16$ in steps of $0.02$. At $\beta=9.2$, $M=25$ bounds the truncation error of $N_1$ at about $10^{-9}n_{\max}$, against the $2.5\times10^{-3}n_{\max}$ required by (\ref{need}). The calculation kept $M=45$ to cover the whole scan.

Three stable cycles result:
\begin{center}
\begin{tabular}{cccc}
$\beta$ & $A$ (pm) & work (fW) & relaxation (ms)\\
3.719 & 132.0 & 10.8 & 0.28\\
6.532 & 231.8 & 33.3 & 0.26\\
9.213 & 327.0 & 66.3 & 0.43
\end{tabular}
\end{center}
Unstable cycles at $142.9$ and $275.0$~pm separate them. For the first cycle the loss is
\begin{equation}
\tfrac12(10^{-10}\,\text{kg})(314\,\text{s}^{-1})(6.283\times10^6\,\text{s}^{-1})^2(1.320\times10^{-10}\,\text{m})^2=10.8\ \text{fW},
\end{equation}
equal to the optical work.

This cycle shows why the full sum is needed. In units of $10^{-3}n_{\max}$, the resonant terms $n=0$ and $n=1$ are $-4.296$ and $+4.603$, and leave only $0.307$. Balance needs $1.023$. The off-resonant term $n=2$ supplies $0.637$, more than half. If this term is held fixed, raising the power by a factor of about $1.023/0.637\simeq1.6$ would let it cover the loss even at the zero of $J_1$, where the resonant terms vanish. The full balance, solved at higher power with the mean displacement included, puts the merger of the first stable cycle with its unstable neighbour at about $1.7$ times the power. More power can therefore remove a cycle as well as add one.

The equations (\ref{field}) and (\ref{mirror}) were also integrated over 3000 periods from six starting amplitudes. A start at $\beta=0.05$ ends at $3.72$. Starts $5\%$ below and above the first unstable amplitude end at $3.72$ and $6.53$; those around the second end at $6.53$ and $9.21$. A start at $10.13$ ends at $9.22$. A time-domain calculation begun near rest would thus report one cycle of three. In a further test, with all else fixed, the number of stable cycles rose from one to two and from two to three between $0.85$ and $1.15$ times the powers given by (\ref{onset}), $27.1$ and $114$~$\mu$W.

\section{Corrections and real devices}

The force component in phase with $x$ is $2\hbar G\operatorname{Re}N_1\cos\Omega t$. A motion at frequency $\Omega'$ then requires $m(\Omega^2-\Omega'^2)A=2\hbar G\operatorname{Re}N_1$, so to first order
\begin{equation}
\Omega'-\Omega\simeq-\frac{\hbar G\operatorname{Re}N_1}{m\Omega A}.
\end{equation}
For the three cycles this is $133$, $23$ and $6$~ppm of $\Omega$, and the time evolution gives the same rounded values. At $2\Omega$ the mirror responds with stiffness $m(\Omega^2-4\Omega^2)$, hence with amplitude $2\hbar G|N_2|/(3m\Omega^2)$, where $N_2=\sum_n\alpha_{n+2}\alpha_n^*$. This is at most $1.5\times10^{-4}$ of $A$. Both assumptions about the motion hold well here.

The parameters are rough values for a Fabry--Perot cavity with a micromechanical end mirror. The ratio of free spectral range to linewidth, $15$~GHz to $0.5$~MHz or $30000$, demands very good mirrors. The peak frequency excursion, $9.2$~MHz, is far below the free spectral range, so one longitudinal mode suffices. Transverse modes can lie much closer, depending on the mirror curvatures; the model assumes that none comes near resonance. At $300$~K the thermal motion, $\sqrt{k_BT/(m\Omega^2)}=1.0$~pm, is about a tenth of the smallest distance from a stable to an unstable cycle, $10.9$~pm. Noise therefore blurs the amplitudes, though by less than $1.0$~pm, because they relax much faster than the amplitude of the free mirror. The first cycle is the most exposed. With an assumed absorption of $1$~ppm and thermal resistance of $10^5$~K/W, the largest cycle-averaged circulating power of the three cycles, $100$~mW, heats the mirror by $10$~mK. For a $5$~$\mu$m thickness and an expansion coefficient of $10^{-6}$~K$^{-1}$ this is $0.05$~pm, small against the linewidth in displacement, $\kappa/G=17.7$~pm; bending of a layered mirror is not included.

Real devices also break the assumption that the input beam is perfectly matched to the cavity mode. If $40\%$ is matched to it, $R$ falls from $421$ to $168$, below the onset at $240.5$, and the model predicts two stable cycles instead of three. Laser frequency noise and other mechanical modes are left out. Laser frequency errors matter well below $\kappa/2$, here $0.25$~MHz: in the computed balance, a steady offset of $-0.03$~MHz lowers the first amplitude by about $3\%$, and one of $-0.1$~MHz gives four stable cycles instead of three. Other mechanical modes can oscillate too, and each would need its own amplitude in the scan. The numerical output below lists the remaining values.

\section*{Computed results}
\begin{verbatim}
wavelength 1064 nm, cavity length 10 mm
mirror mass 100 ng, temperature 300 K
Omega/2pi 1.00 MHz, kappa/2pi 0.50 MHz
quality 20000, Gamma/2pi 50.0 Hz
input power 200 uW, kappa_in/kappa 0.5
cold detuning/2pi 1.00 MHz
G/2pi 28.176 MHz/nm, Omega/G 35.491 pm
resonant photon number 6.8199e+08
scaled force strength 0.09087
static slope bound 0.236 (unique mean if < 1)
threshold power 0.4750 uW
input/threshold 421.0
stable cycle 2 onset: beta 5.136, 57.1 x threshold, 27.1 uW
stable cycle 3 onset: beta 8.417, 240.5 x threshold, 114.2 uW
stable 1: beta 3.7194, A 132.00 pm, detuning/Omega 1.00248
  photons 1.860e+07, Im n1 1.0232e-03, Re n1 -5.4516e-03
  work 10.806 fW, loss 10.806 fW, relaxation 0.283 ms
stable 2: beta 6.5320, A 231.83 pm, detuning/Omega 1.00306
  photons 2.294e+07, Im n1 1.7970e-03, Re n1 -1.6648e-03
  work 33.328 fW, loss 33.328 fW, relaxation 0.257 ms
stable 3: beta 9.2128, A 326.97 pm, detuning/Omega 1.00475
  photons 3.567e+07, Im n1 2.5346e-03, Re n1 -6.5286e-04
  work 66.299 fW, loss 66.299 fW, relaxation 0.428 ms
unstable 1: beta 4.0256, A 142.87 pm
unstable 2: beta 7.7495, A 275.04 pm
terms of Im n1 for stable cycle 1:
  n -1: J_n J_n+1 +0.01834, term +6.5931e-05
  n  0: J_n J_n+1 -0.01834, term -4.2956e-03
  n  1: J_n J_n+1 +0.01947, term +4.6029e-03
  n  2: J_n J_n+1 +0.17464, term +6.3668e-04
  n  3: J_n J_n+1 +0.09795, term +4.1739e-05
time evolution, start beta -> final beta, frequency shift (formula):
  0.050 -> 3.7199, +133.15 ppm (+133.19)
  3.824 -> 3.7198, +133.15 ppm (+133.19)
  4.227 -> 6.5330, +23.16 ppm (+23.16)
  7.362 -> 6.5331, +23.15 ppm (+23.16)
  8.137 -> 9.2119, +6.42 ppm (+6.44)
  10.134 -> 9.2152, +6.42 ppm (+6.44)
thermal rms motion 1.024 pm, smallest gap to unstable 10.87 pm
shot-noise/thermal force noise, estimate 6.08e-05
second harmonic/fundamental motion, max 1.50e-04
round-trip delay phase 4.19e-04 rad
peak excursion 9.21 MHz, FSR 14.99 GHz
(A/thickness)^2 4.28e-09, thickness 5 um
rough heat inputs: absorption 1 ppm, 1e+05 K/W
  expansion 1e-06 /K, heat time 1 ms
circulating power, max 99.82 mW, heating 9.98 mK
photothermal/radiation work, upper estimate 2.55e-04
\end{verbatim}
